# Curling and Shortening of a Released Film with Equibiaxial Stress, part 1

(Sections cited here and not found follow in the second part.)

## I. The film free of its substrate

### A case that can be seen at once

A flat film of thickness \(h\) is bonded to a flat substrate. It is under tension, equal in all in-plane directions, and the tension rises linearly from \(\sigma_b\) at the bottom face to \(\sigma_t\) at the top face. Imagine the film cut into many thin sheets parallel to its faces, and each sheet set free by itself. A sheet under stress \(\sigma\) contracts by a fraction \(\sigma/M\), where \(M\) is an elastic constant to be found below. A strip of original length \(L\) thus becomes a pile of sheets whose lengths run from

\[
L_b=L\left(1-\frac{\sigma_b}{M}\right)\quad\text{to}\quad L_t=L\left(1-\frac{\sigma_t}{M}\right).
\]

If \(\sigma_t=\sigma_b\), all sheets have the same length. They can be glued together again flat and without force, and the strip is shorter but straight.

If \(\sigma_t>\sigma_b\), the top sheet is the shortest. Sheets whose lengths change linearly with height fit together as concentric arcs. Let the arcs subtend the angle \(\varphi\). The bottom arc has a radius larger than that of the top arc by \(h\), apart from the small change of thickness, so \(L_b-L_t=h\varphi\) and

\[
\varphi=\frac{L(\sigma_t-\sigma_b)}{Mh},\qquad
\frac{\varphi}{L}=\frac{1}{M}\,\frac{\sigma_t-\sigma_b}{h}.
\]

The strip curls upward, and its curvature is the stress gradient divided by \(M\). The mean stress has dropped out, because it shortens all sheets alike. It remains to identify \(M\), to treat profiles that are not linear, to show that the width of the strip is immaterial, and to find out what a clamp does.

### Setting and conventions

The coordinates \(x\) and \(y\) lie in the film, and \(z\) points upward, away from the substrate, with \(z=0\) at mid-thickness. Tensile stress is positive. While the film is bonded, its stress is

\[
\sigma_{xx}=\sigma_{yy}=\sigma(z),
\]

and all other components vanish. The normal component \(\sigma_{zz}\) vanishes far from the film edges because the state there does not depend on \(x\) and \(y\): equilibrium then requires \(\partial\sigma_{zz}/\partial z=0\), and the top face carries no load.

Two numbers are taken from the profile, the mean stress and the stress gradient:

\[
\sigma_0=\frac1h\int_{-h/2}^{h/2}\sigma\,dz,\qquad
\Gamma=\frac{12}{h^3}\int_{-h/2}^{h/2}z\,\sigma\,dz. \tag{1}
\]

The factor in \(\Gamma\) is chosen so that a linear profile \(\sigma=\sigma_0+gz\) gives \(\Gamma=g\). Indeed \(\int z\,dz=0\) and \(\int z^2dz=h^3/12\), so \(\Gamma=(12/h^3)\,g\,h^3/12=g\). For other profiles, (1) is the definition of the gradient.

The assumptions are these.

1. The film is elastic and isotropic, with Young's modulus \(E\) and Poisson ratio \(\nu\), and neither depends on position. This is the meaning of "homogeneous" here. The stress may depend on depth; the elastic constants may not.
2. Strains and rotations are small enough for linear elasticity. The initial stress does not alter the stiffness.
3. Release removes the forces from the substrate and does nothing else. It neither etches the film nor changes its surfaces.

The biaxial modulus is defined as

\[
M=\frac{E}{1-\nu}. \tag{2}
\]

### The theorem

**Theorem.** Under assumptions 1 to 3:

(a) A thin film that is free on all sides takes the mid-plane strain \(e\) and the curvature \(\kappa\), both equal in all in-plane directions,

\[
e=-\frac{\sigma_0}{M},\qquad \kappa=\frac{\Gamma}{M}, \tag{3}
\]

where \(\kappa>0\) means curling upward.

(b) For a free rectangular block of length \(L\) and any width and thickness, the mean distance between the end faces changes by \(-\sigma_0L/M\), and the mean rotation of one end face relative to the other is \(\Gamma L/M\). No assumption of thinness is needed.

(c) If one end of the thin film is held by an ideal clamp, then in linear plate theory the uniform stress \(\sigma_0\) produces no deflection anywhere, and the gradient \(\Gamma\) produces no in-plane displacement of the mid-plane.

Parts (a) and (b) are proved in this half, and part (c) in the next, where the term "ideal clamp" is defined.

Uniform stress changes the length and, by the same fraction, the width. It also changes the thickness. What it does not do is bend the film.

### Lemma 1: the modulus that governs release

**Lemma 1.** If the in-plane stress of a sheet changes by \(\Delta\sigma\) equally in \(x\) and \(y\), and its faces stay free, the in-plane strain is \(\Delta\sigma/M\) and the thickness strain is \(-2\nu\Delta\sigma/E\).

*Proof.* Hooke's law with \(\Delta\sigma_{xx}=\Delta\sigma_{yy}=\Delta\sigma\) and \(\Delta\sigma_{zz}=0\) reads

\[
\varepsilon_{xx}=\frac{\Delta\sigma-\nu\Delta\sigma}{E}=\frac{(1-\nu)\Delta\sigma}{E}=\frac{\Delta\sigma}{M},
\qquad
\varepsilon_{zz}=\frac{0-\nu\Delta\sigma-\nu\Delta\sigma}{E}=-\frac{2\nu\Delta\sigma}{E}.
\]

The strain \(\varepsilon_{yy}\) equals \(\varepsilon_{xx}\) by symmetry. ∎

Removing a uniform tension means \(\Delta\sigma=-\sigma_0\). The film then contracts in its plane by \(\sigma_0/M\) and thickens by the fraction \(2\nu\sigma_0/E\).

### Lemma 2: strain in a bent film

**Lemma 2.** Let the mid-plane be stretched by \(e\) and bent to the height \(w(x)\), and let straight lines normal to the mid-plane remain straight and normal to it. Then

\[
\varepsilon_{xx}(z)=e-\kappa z,\qquad \kappa=\frac{d^2w}{dx^2}. \tag{4}
\]

*Proof.* A normal line turns through the slope \(w'\). If the film rises to the right, the upper end of the line moves to the left, so a point at height \(z\) has the displacement \(u_x=u_0(x)-z\,w'(x)\). Differentiation with respect to \(x\) gives \(u_0'-z\,w''\), and \(u_0'=e\). ∎

The sign agrees with the picture: when the film curls upward, its upper side is on the inside of the bend and is shortened. The same holds along \(y\).

### Proof of part (a)

Try a state in which \(e\) and \(\kappa\) are constants, equal along \(x\) and \(y\). It belongs to the mid-plane displacements \(u_0=ex\), \(v_0=ey\) and the height \(w=\kappa(x^2+y^2)/2\). This surface has no twist, because \(\partial^2w/\partial x\partial y=0\), so no in-plane shear arises. By Lemma 1, the strain \(e-\kappa z\) adds the stress \(M(e-\kappa z)\), and the stress after release is

\[
\sigma_{\rm rel}(z)=\sigma(z)+M(e-\kappa z). \tag{5}
\]

A free film carries no force and no moment across any section. The force per unit width is

\[
\int\sigma_{\rm rel}\,dz=\int\sigma\,dz+Me\int dz-M\kappa\int z\,dz
=h\sigma_0+Meh-0=0,
\]

so \(e=-\sigma_0/M\). The moment per unit width is, up to an overall sign,

\[
\int z\,\sigma_{\rm rel}\,dz=\int z\sigma\,dz+Me\int z\,dz-M\kappa\int z^2dz
=\frac{h^3\Gamma}{12}+0-\frac{M\kappa h^3}{12}=0,
\]

so \(\kappa=\Gamma/M\). With these values the forces and moments vanish throughout the film. Equilibrium inside and the conditions at the free edges are then satisfied in the sense of plate theory, which looks at forces and moments per unit width. The elastic energy of a plate is positive for every stretching or bending, so there is no second solution apart from rigid motions. ∎

The two conditions separate because \(\int z\,dz=0\) and because \(M\) could be taken out of the integrals. The first is a matter of measuring \(z\) from the middle. The second is the assumption of homogeneity. Without it the separation is in general lost, though it survives if the modulus varies symmetrically about the mid-plane.

### What stress remains

Inserting (3) into (5) gives

\[
\sigma_{\rm rel}(z)=\sigma(z)-\sigma_0-\Gamma z. \tag{6}
\]

For a linear profile this is zero at every depth: the film loses all its stress. For a curved profile, release removes the best straight line from \(\sigma(z)\) and leaves the rest, which has neither net force nor moment. The curl therefore tells nothing about this remainder. Two films with different profiles but equal \(\Gamma\), \(M\) and dimensions have the same curvature.

For the linear profile the result does not depend on plate theory. Take the displacements

\[
u_x=-\frac{\sigma_0x}{M}-\frac{\Gamma xz}{M},\qquad
u_y=-\frac{\sigma_0y}{M}-\frac{\Gamma yz}{M},
\]
\[
u_z=\frac{\Gamma(x^2+y^2)}{2M}+\frac{2\nu}{E}\left(\sigma_0z+\frac{\Gamma z^2}{2}\right).
\]

Their strains are \(\varepsilon_{xx}=\varepsilon_{yy}=-\sigma(z)/M\) and \(\varepsilon_{zz}=2\nu\sigma(z)/E\). The shear strain \(\varepsilon_{xz}=\tfrac12(\partial u_x/\partial z+\partial u_z/\partial x)=\tfrac12(-\Gamma x/M+\Gamma x/M)\) is zero, as are \(\varepsilon_{yz}\), by the same cancellation, and \(\varepsilon_{xy}\). By Lemma 1 with \(\Delta\sigma=-\sigma(z)\), these are the strains that remove the initial stress at every point. A stress-free body satisfies every equilibrium condition, whatever the position of its free faces. The solution thus holds in three-dimensional linear elasticity for a wide film, a narrow beam or a thick block.

### Proof of part (b): any profile and any width

A narrow beam loaded along its length responds with the modulus \(E\), since it is free to change its width. One might then expect \(\kappa=\Gamma/E\). The following argument shows that \(M\) remains correct.

Consider a free block with \(|x|\le L/2\), \(|y|\le W/2\) and \(|z|\le h/2\). Let \(\mathbf u\) be the displacement on release, \(\varepsilon\) its strain, and \(\tau=\sigma^{0}+C\varepsilon\) the final stress. Here \(\sigma^0\) is the initial stress, with \(xx\) and \(yy\) components \(\sigma(z)\), and \(C\) is the array of elastic constants. Since \(\tau\) is in equilibrium and all faces are free, it does no work in any virtual displacement. If \(\eta\) is the strain of that displacement and a colon denotes the sum over all components,

\[
0=\int\tau:\eta\,dV=\int\sigma^0:\eta\,dV+\int(C\varepsilon):\eta\,dV .
\]

Write \(t=C\eta\) for the stress that belongs to \(\eta\). The elastic constants are symmetric, so \((C\varepsilon):\eta=\varepsilon:t\). If \(t\) is itself in equilibrium, integration by parts turns the last integral into the work of its surface forces on \(\mathbf u\):

\[
\int_{\rm surface}\mathbf u\cdot t\,\mathbf n\,dA=-\int\sigma^0:\eta\,dV , \tag{7}
\]

where \(\mathbf n\) is the outward normal. Two choices of \(t\) give the two results.

**Pure tension.** Let \(t_{xx}=1\) and all other components vanish. Then \(\eta_{xx}=1/E\) and \(\eta_{yy}=\eta_{zz}=-\nu/E\), so

\[
\int\sigma^0:\eta\,dV=\int\sigma(z)\,\frac{1-\nu}{E}\,dV=\frac{WLh\,\sigma_0}{M}.
\]

Surface forces act on the end faces alone. The left side of (7) is therefore \(Wh\) times the change \(\Delta L\) of the mean distance between the ends, and

\[
\Delta L=-\frac{\sigma_0L}{M}.
\]

**Pure bending.** Let \(t_{xx}=z\) and all other components vanish. This is in equilibrium, because \(\partial t_{xx}/\partial x=0\). Its strains \(\eta_{xx}=z/E\) and \(\eta_{yy}=\eta_{zz}=-\nu z/E\) belong to the displacement with components \(xz/E\), \(-\nu yz/E\) and \([-x^2+\nu(y^2-z^2)]/(2E)\), whose shear strains vanish. Now

\[
\int\sigma^0:\eta\,dV=\frac{WL}{M}\int z\sigma\,dz=\frac{WLh^3\Gamma}{12M}.
\]

Define the mean rotation of an end face by

\[
\theta=-\frac{12}{Wh^3}\int\!\!\int z\,u_x\,dy\,dz .
\]

For a face that turns rigidly, with \(u_x=-z\theta\), this returns the angle \(\theta\). The left side of (7) is then \(-(Wh^3/12)(\theta_+-\theta_-)\), with \(+\) and \(-\) for the ends at \(x=\pm L/2\). Equation (7) gives

\[
\theta_+-\theta_-=\frac{\Gamma L}{M}.\qquad∎
\]

The factor \(1-\nu\) comes from the initial stress and not from the shape of the body. Stress is present along \(y\) as well as along \(x\), and when the \(y\) component is released, the film expands along \(x\) by the Poisson effect. This expansion cancels part of the contraction. If the initial stress had acted along \(x\) alone, the factor \(1-\nu\) in both integrals would have been replaced by 1, and \(E\) would have taken the place of \(M\).

The result was tested on a free block with \(E=1\), \(h=1\), \(W=1.5\), \(L=5\) and \(\nu=0.27\), by minimizing its three-dimensional elastic energy over polynomial displacements up to fourth degree. A uniform unit stress gave the strain \(-0.730000\) and no curvature above \(10^{-7}\). A unit gradient gave the curvature \(0.730000\), equal to \(1/M=1-\nu\). The curved profile

\[
\sigma=0.3+0.5z+0.7z^2+2z^3
\]

has \(\Gamma=0.5+12\cdot2\int z^4dz=0.5+24/80=0.8\). The end rotation per unit length came out as \(0.584000\), which is \(0.8\times0.73\). In this last case stress remained in the block, with a largest component of 0.179 at the interior points sampled in the polynomial approximation. At the top face itself, (6) gives \(0.7\left(\tfrac14-\tfrac1{12}\right)+\tfrac28-\tfrac{0.3}{2}=0.217\).

## II. The cantilever and its limits

### What is carried over

The film has thickness \(h\), width \(W\), length \(L\), Young's modulus \(E\), Poisson ratio \(\nu\) and biaxial modulus \(M=E/(1-\nu)\). Height \(z\) is measured upward from the mid-plane, tension is positive, and \(w\) is the upward deflection. Before release the film carries the equibiaxial stress \(\sigma(z)\), with mean \(\sigma_0\) and gradient \(\Gamma=(12/h^3)\int z\sigma\,dz\). Free on all sides, it takes the in-plane strain \(-\sigma_0/M\) and the curvature

\[
\kappa_0=\frac{\Gamma}{M}
\]

in both directions. A cantilever differs from this film by being held at one end.

### Lemma 3: stretching and bending separate

**Lemma 3.** In a thin homogeneous film the elastic energy is the sum of a stretching part, which contains \(\sigma_0\) and not \(\Gamma\), and a bending part, which contains \(\Gamma\) and not \(\sigma_0\).

*Proof.* Let \(e_x,e_y,e_{xy}\) be the mid-plane strains and \(\kappa_x,\kappa_y,\kappa_{xy}\) the second derivatives of \(w\). By Lemma 2, applied to each component, every in-plane strain has the form \(e-z\kappa\). The energy per unit area, counted from the bonded state, has two contributions.

The first is quadratic in the strains, with coefficients independent of \(z\). Its terms have the form \((e-z\kappa)(e'-z\kappa')\). The mixed products carry one factor \(z\) and vanish on integration, because \(\int z\,dz=0\). There remain a stretching energy in the \(e\)'s alone and a bending energy in the \(\kappa\)'s alone.

The second is the work done against the initial stress:

\[
\int\sigma(z)\,(\varepsilon_{xx}+\varepsilon_{yy})\,dz
=h\sigma_0(e_x+e_y)-\frac{h^3\Gamma}{12}(\kappa_x+\kappa_y).
\]

Here too the mean stress meets the stretching alone and the gradient the bending alone. ∎

With the usual bending energy of a plate, the bending part is

\[
\frac D2\left[\kappa_x^2+\kappa_y^2+2\nu\kappa_x\kappa_y+2(1-\nu)\kappa_{xy}^2\right]
-\frac{h^3\Gamma}{12}(\kappa_x+\kappa_y),\qquad D=\frac{Eh^3}{12(1-\nu^2)}. \tag{8}
\]

Since \(D(1+\nu)=Eh^3/[12(1-\nu)]=Mh^3/12\), the last coefficient can be written

\[
\frac{h^3\Gamma}{12}=D(1+\nu)\kappa_0. \tag{9}
\]

For \(\kappa_x=\kappa_y=\kappa\) without twist, the energy is \(D(1+\nu)(\kappa^2-2\kappa_0\kappa)\), which is least at \(\kappa=\kappa_0\), in agreement with part (a).

For a free homogeneous film, the mean stress sets the change of length and the stress gradient sets the curvature, both through the biaxial modulus \(M\), and the stretching and bending energies have been shown to separate. It remains to prove part (c) for the clamped film, to work out an example, and to examine the effects that limit the result.

Numbers in the example were calculated in double precision.
